# Latching a Threshold Selector in Series with a Memory Resistance: test program

```python
# Result under test: a fired threshold selector with hold point (V_h, I_h),
# in series with a memory resistance R and a supply V, stays latched only if
#     R <= (V - V_h) / I_h        (0.8 V, 10 uA, 1.5 V  ->  70 kilohm).
# Symbols: V_TH threshold voltage, R_ON slope resistance of the conducting
# branch, I_off(v) leakage of the off branch, C_SEL capacitance across selector.
# All device parameters are round model values; SI units inside the program.
import math
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.linalg import solve_banded
from scipy.optimize import brentq

V_SUPPLY, V_HOLD, I_HOLD = 1.5, 0.8, 10e-6
V_TH, R_ON, C_SEL = 1.8, 2e3, 10e-15
V_FIRE, T_FIRE = 2.2, 40e-9
I_LEAK0, V_LEAK0 = 0.1e-9, 0.25
R_LOW, R_HIGH = 20e3, 1e6


def i_off(v):
    return I_LEAK0 * math.sinh(v / V_LEAK0)


def simulate(r_mem, v_supply=V_SUPPLY, v_hold=V_HOLD, i_hold=I_HOLD,
             v_th=V_TH, t_hold=20e-9):
    """Firing pulse, then steady supply; Euler steps of the selector voltage.
    Returns final state, firings in pulse, firings in hold, selector current."""
    dt = 2e-12
    n_fire, n_total = round(T_FIRE / dt), round((T_FIRE + t_hold) / dt)
    v, on, firings, current = 0.0, False, [0, 0], 0.0
    for step in range(n_total):
        holding = step >= n_fire
        source = v_supply if holding else V_FIRE
        if not on and v >= v_th:
            on = True
            firings[int(holding)] += 1
        if on:
            current = i_hold + (v - v_hold) / R_ON
            if current < i_hold:
                on = False
        if not on:
            current = i_off(v)
        v += dt / C_SEL * ((source - v) / r_mem - current)
    return on, firings[0], firings[1], current


def bisect_boundary(is_latched, good, bad, n_iter=18):
    assert is_latched(good) and not is_latched(bad)
    for _ in range(n_iter):
        middle = 0.5 * (good + bad)
        if is_latched(middle):
            good = middle
        else:
            bad = middle
    return 0.5 * (good + bad)


# --- Main limit: formula against the time-domain circuit
r_limit = (V_SUPPLY - V_HOLD) / I_HOLD
r_limit_sim = bisect_boundary(lambda r: simulate(r)[0], 40e3, 100e3)
assert abs(r_limit_sim / r_limit - 1) < 1e-4
assert abs(r_limit - 70e3) < 1e-6 * 70e3

# --- Shape of the conducting branch: largest R that any allowed current permits
currents = I_HOLD + np.linspace(0, 200e-6, 200001)
excess = currents - I_HOLD
branches = [V_HOLD + 0 * excess, V_HOLD + R_ON * excess,
            V_HOLD + 20e3 * excess, V_HOLD + 0.1 * np.sqrt(excess / 50e-6)]
for branch in branches:
    assert abs(np.max((V_SUPPLY - branch) / currents) / r_limit - 1) < 1e-9
dipping = V_HOLD - 0.2 * (1 - np.exp(-excess / 1e-6))
r_limit_dip = np.max((V_SUPPLY - dipping) / currents)
assert r_limit_dip > 1.02 * r_limit

# --- The two memory states
i_low = (V_SUPPLY - V_HOLD + R_ON * I_HOLD) / (R_LOW + R_ON)
low_on, _, _, i_low_sim = simulate(R_LOW)
assert low_on and abs(i_low_sim / i_low - 1) < 1e-6
v_sel_low = V_HOLD + R_ON * (i_low - I_HOLD)
v_sel_high = brentq(lambda v: v + R_HIGH * i_off(v) - V_SUPPLY, 0, V_SUPPLY)
i_high = i_off(v_sel_high)
high_on, high_fired, high_refired, i_high_sim = simulate(R_HIGH, t_hold=200e-9)
assert not high_on and high_fired >= 1 and high_refired == 0
assert abs(i_high_sim / i_high - 1) < 1e-3
i_high_if_on = (V_SUPPLY - V_HOLD) / R_HIGH
assert i_high_if_on < I_HOLD
v_fire_needed = V_TH + R_HIGH * i_off(V_TH)
assert v_fire_needed < V_FIRE

# --- Minimum holding supply, and refiring when the threshold is below supply
v_min_low = V_HOLD + R_LOW * I_HOLD
v_min_sim = bisect_boundary(lambda v: simulate(R_LOW, v_supply=v)[0], 1.5, 0.85)
assert abs(v_min_sim - v_min_low) < 1e-4
V_TH_SMALL, R_ABOVE = 1.2, 100e3
refirings = simulate(R_ABOVE, v_th=V_TH_SMALL)[2]
assert refirings > 3 and simulate(R_ABOVE)[2] == 0

# --- Spread of the hold point
V_HOLD_BAD, I_HOLD_BAD = V_HOLD + 0.05, 1.2 * I_HOLD
r_limit_bad = (V_SUPPLY - V_HOLD_BAD) / I_HOLD_BAD
r_bad_sim = bisect_boundary(
    lambda r: simulate(r, v_hold=V_HOLD_BAD, i_hold=I_HOLD_BAD)[0], 40e3, 100e3)
assert abs(r_bad_sim / r_limit_bad - 1) < 1e-4

# --- Wire resistance and half-select leakage (both lines folded into one)
N_CELLS, R_WIRE, E_ACT, T_ROOM, T_HOT = 1024, 2e3, 0.4, 300.0, 358.0
leak_room = i_off(V_SUPPLY / 2)
leak_factor = math.exp(E_ACT * q_e / k_B * (1 / T_ROOM - 1 / T_HOT))
leak_hot = leak_room * leak_factor


def current_at_line_end(r_mem, leak):
    """Nodal solution: equal wire segments, a leakage sink at each other cell."""
    g_wire, g_cell = N_CELLS / R_WIRE, 1 / (r_mem + R_ON)
    v_offset = V_HOLD - R_ON * I_HOLD
    bands = np.zeros((3, N_CELLS))
    bands[0, 1:] = bands[2, :-1] = -g_wire
    bands[1, :] = 2 * g_wire
    bands[1, -1] = g_wire + g_cell
    rhs = np.full(N_CELLS, -leak)
    rhs[0] += g_wire * V_SUPPLY
    rhs[-1] = g_cell * v_offset
    return g_cell * (solve_banded((1, 1), bands, rhs)[-1] - v_offset)


def line_drop(leak):
    return (N_CELLS - 1) * leak * R_WIRE / 2


def limit_in_array(leak):
    return (V_SUPPLY - V_HOLD - line_drop(leak)) / I_HOLD - R_WIRE


for leak in (0.0, leak_room, leak_hot):
    r_nodal = brentq(lambda r: current_at_line_end(r, leak) - I_HOLD, 40e3, 90e3)
    assert abs(r_nodal / limit_in_array(leak) - 1) < 1e-5

# --- Nonlinear (sinh) conduction of the amorphous memory
V_MEM0 = 0.3
v_mem_limit = V_SUPPLY - V_HOLD
v_mem_fire = V_FIRE - V_HOLD
r0_limit = V_MEM0 / I_HOLD * math.sinh(v_mem_limit / V_MEM0)


def nonlinear_latched(r0):
    v_needed = V_HOLD + R_ON * excess + V_MEM0 * np.arcsinh(currents * r0 / V_MEM0)
    return bool(np.min(v_needed) <= V_SUPPLY)


r0_scan = bisect_boundary(nonlinear_latched, 50e3, 500e3, 25)
assert abs(r0_scan / r0_limit - 1) < 1e-5


def chord_resistance(r0, v):
    return v * r0 / (V_MEM0 * math.sinh(v / V_MEM0))


r_chord_hold = chord_resistance(R_HIGH, v_mem_limit)
r_chord_fire = chord_resistance(R_HIGH, v_mem_fire)
r_limit_fire = v_mem_fire / I_HOLD
assert not nonlinear_latched(R_HIGH) and r_chord_hold > r_limit

# --- Field in the amorphous layer (rough switching field for comparison)
D_AMORPH, F_SWITCH = 40e-9, 0.5
field_fire = v_mem_fire / D_AMORPH * 1e-8
field_hold = v_mem_limit / D_AMORPH * 1e-8
assert field_hold < field_fire < F_SWITCH

print(f"supply voltage: {V_SUPPLY:.2f} V")
print(f"hold voltage: {V_HOLD:.2f} V; hold current: {I_HOLD*1e6:.1f} uA")
print(f"memory voltage at the limit: {v_mem_limit:.2f} V")
print(f"latching limit, formula: {r_limit/1e3:.2f} kilohm")
print(f"latching limit, simulated circuit: {r_limit_sim/1e3:.2f} kilohm")
print(f"wrong limit if V_h is forgotten: {V_SUPPLY/I_HOLD/1e3:.1f} kilohm")
print(f"limit if branch dips up to 0.2 V below V_h: {r_limit_dip/1e3:.1f} kilohm")
print(f"selector threshold: {V_TH:.2f} V; on-resistance: {R_ON/1e3:.1f} kilohm")
print(f"selector capacitance: {C_SEL*1e15:.0f} fF")
print(f"leakage law: prefactor {I_LEAK0*1e9:.2f} nA, scale {V_LEAK0:.2f} V")
print(f"firing pulse: {V_FIRE:.2f} V for {T_FIRE*1e9:.0f} ns")
print(f"low memory resistance: {R_LOW/1e3:.0f} kilohm")
print(f"high memory resistance: {R_HIGH/1e3:.0f} kilohm")
print(f"low state, latched current: {i_low*1e6:.2f} uA")
print(f"low state, selector voltage: {v_sel_low:.3f} V")
print(f"low state, minimum holding supply: {v_min_low:.2f} V")
print(f"low state, minimum supply simulated: {v_min_sim:.3f} V")
print(f"high state, current if selector sat at V_h: {i_high_if_on*1e6:.2f} uA")
print(f"high state, off current: {i_high*1e9:.1f} nA")
print(f"high state, selector voltage when off: {v_sel_high:.3f} V")
print(f"high state, source voltage needed to fire: {v_fire_needed:.3f} V")
print(f"high state, firings during pulse: {high_fired}")
print(f"read current ratio low/high: {i_low/i_high:.0f}")
print(f"refiring case: threshold {V_TH_SMALL:.1f} V, R {R_ABOVE/1e3:.0f} kilohm")
print(f"refiring case: firings in 20 ns of hold: {refirings}")
print(f"bad hold point: {V_HOLD_BAD:.2f} V, {I_HOLD_BAD*1e6:.1f} uA")
print(f"limit for bad hold point: {r_limit_bad/1e3:.1f} kilohm")
print(f"cells per line: {N_CELLS}; both wires: {R_WIRE/1e3:.1f} kilohm")
print(f"leakage activation energy: {E_ACT:.2f} eV")
print(f"half-select leakage at {T_ROOM:.0f} K: {leak_room*1e9:.2f} nA")
print(f"half-select leakage at {T_HOT:.0f} K: {leak_hot*1e9:.1f} nA")
print(f"leakage voltage drop at {T_ROOM:.0f} K: {line_drop(leak_room)*1e3:.2f} mV")
print(f"leakage voltage drop at {T_HOT:.0f} K: {line_drop(leak_hot)*1e3:.1f} mV")
print(f"limit with wires, no leakage: {limit_in_array(0.0)/1e3:.1f} kilohm")
print(f"limit in array at {T_ROOM:.0f} K: {limit_in_array(leak_room)/1e3:.1f} kilohm")
print(f"limit in array at {T_HOT:.0f} K: {limit_in_array(leak_hot)/1e3:.1f} kilohm")
print(f"memory nonlinearity scale: {V_MEM0:.2f} V")
print(f"low-voltage resistance limit, sinh memory: {r0_limit/1e3:.0f} kilohm")
print(f"high state V/I at {v_mem_limit:.1f} V, sinh: {r_chord_hold/1e3:.0f} kilohm")
print(f"high state V/I at {v_mem_fire:.1f} V, sinh: {r_chord_fire/1e3:.0f} kilohm")
print(f"latching limit during firing pulse: {r_limit_fire/1e3:.0f} kilohm")
print(f"amorphous thickness: {D_AMORPH*1e9:.0f} nm")
print(f"memory field while firing: {field_fire:.3f} MV/cm")
print(f"memory field at hold limit: {field_hold:.3f} MV/cm")
print(f"rough memory switching field: {F_SWITCH:.1f} MV/cm")
print("tests ok")
```

Printed output:

```
supply voltage: 1.50 V
hold voltage: 0.80 V; hold current: 10.0 uA
memory voltage at the limit: 0.70 V
latching limit, formula: 70.00 kilohm
latching limit, simulated circuit: 70.00 kilohm
wrong limit if V_h is forgotten: 150.0 kilohm
limit if branch dips up to 0.2 V below V_h: 75.1 kilohm
selector threshold: 1.80 V; on-resistance: 2.0 kilohm
selector capacitance: 10 fF
leakage law: prefactor 0.10 nA, scale 0.25 V
firing pulse: 2.20 V for 40 ns
low memory resistance: 20 kilohm
high memory resistance: 1000 kilohm
low state, latched current: 32.73 uA
low state, selector voltage: 0.845 V
low state, minimum holding supply: 1.00 V
low state, minimum supply simulated: 1.000 V
high state, current if selector sat at V_h: 0.70 uA
high state, off current: 18.7 nA
high state, selector voltage when off: 1.481 V
high state, source voltage needed to fire: 1.867 V
high state, firings during pulse: 2
read current ratio low/high: 1749
refiring case: threshold 1.2 V, R 100 kilohm
refiring case: firings in 20 ns of hold: 21
bad hold point: 0.85 V, 12.0 uA
limit for bad hold point: 54.2 kilohm
cells per line: 1024; both wires: 2.0 kilohm
leakage activation energy: 0.40 eV
half-select leakage at 300 K: 1.00 nA
half-select leakage at 358 K: 12.3 nA
leakage voltage drop at 300 K: 1.02 mV
leakage voltage drop at 358 K: 12.6 mV
limit with wires, no leakage: 68.0 kilohm
limit in array at 300 K: 67.9 kilohm
limit in array at 358 K: 66.7 kilohm
memory nonlinearity scale: 0.30 V
low-voltage resistance limit, sinh memory: 153 kilohm
high state V/I at 0.7 V, sinh: 457 kilohm
high state V/I at 1.4 V, sinh: 88 kilohm
latching limit during firing pulse: 140 kilohm
amorphous thickness: 40 nm
memory field while firing: 0.350 MV/cm
memory field at hold limit: 0.175 MV/cm
rough memory switching field: 0.5 MV/cm
tests ok
```
